# Direct Photolysis and Electron-Driven Acid Generation in Extreme-Ultraviolet Resist

Suppose a chemically amplified resist for 13.5 nm light is designed on the assumption that each acid comes from an acid-generator molecule that absorbed a photon and split. To obtain more acid, the designer doubles the absorption cross section of the acid generator. For the model film below, the assumption predicts 1.97 times as much acid. When the electrons released by absorption are counted as well, the same change gives a factor of 1.20. The design effort was aimed at the smaller of two channels, and about two thirds of the acid it adds comes from electrons freed by the extra light absorbed.

The assumption is reasonable at deep-ultraviolet wavelengths. A 193 nm photon carries 6.42 eV, less than the 10 eV taken here as the cost of an ionization, so it starts no ionization cascade. Light-driven excitation of the acid generator can then be the main route, although excitation passed on from the polymer may contribute. A 13.5 nm photon carries 91.84 eV. It can ionize either the polymer or the acid generator. When it removes a valence electron, as assumed here, most of its energy leaves with that electron.

## A resist in which the direct picture fails

The acid generator is abbreviated PAG. *Direct* acid is acid from the PAG molecule that itself absorbed the photon. *Electron-driven* acid is acid from a PAG molecule decomposed by a freed electron, whether that electron came from polymer or from PAG. Each acid is counted by its decomposed PAG molecule, wherever the proton came from. Energies are in eV and lengths in nm, the natural units for this problem.

The resist has round model parameters and represents no named material. It contains 6.0 polymer units and 0.3 PAG molecules per nm³, with photoabsorption cross sections of 8.0 Mb and 30 Mb. Since 1 Mb is $10^{-4}$ nm², the absorption coefficient is

$$
\alpha = 6.0\times 8.0\times10^{-4}+0.3\times 30\times10^{-4}
=0.0048+0.0009=0.0057\ \text{nm}^{-1}.
$$

The PAG's share of the absorbed photons is

$$
f=\frac{0.0009}{0.0057}=0.158 .
$$

Let $\phi$ be the probability that a PAG molecule which absorbs a photon yields an acid directly. The choice most favourable to the direct picture is $\phi=1$. Even then there are only $f\phi=0.158$ direct acids per absorbed photon, because the other 84 % of the photons are absorbed in the polymer.

Let $\eta$ be the mean number of PAG molecules decomposed per freed electron, and take $\eta=0.30$. Each absorption frees at least the photoelectron. If all further ionization is ignored, the photoelectron alone gives 0.30 acids per absorbed photon, and the electron share is

$$
\frac{0.30}{0.30+0.158}=65.5\ \% .
$$

With this assumed $\eta$, which exceeds $f\phi$, the direct picture fails even without a cascade. The value 0.30 is an input of the model, not a derived or measured quantity.

The photoelectron starts with $91.84-10=81.84$ eV and can ionize further molecules. The cascade law proved below gives $G=6.87$ freed electrons per absorbed photon, the photoelectron included. The electron-driven yield is therefore

$$
\eta G=0.30\times6.87=2.06,
$$

and the total is $0.158+2.06=2.22$ acids per absorbed photon. The direct share is $0.158/2.22=7.1$ %, and the electron share is 92.9 %. If all freed electrons have the same $\eta$, the photoelectron accounts for 0.30 of the electron-driven acids and the secondaries for 1.76. This division is a count, since electrons are indistinguishable and no label survives a collision.

The same numbers can be read as chemical conversion. A dose of 5.0 mJ/cm² is 3.40 photons per nm². Near the top of the film, with reflection and net electron transport neglected, direct absorption converts a fraction

$$
3.40\times 30\times10^{-4}=1.0\ \%
$$

of the PAG. Electrons convert

$$
\frac{3.40\times0.0057\times2.06}{0.3}=13.3\ \% .
$$

These are low-dose estimates: they leave out the fall in the PAG supply as it is consumed. The linear estimate of the total, 14 % here, reaches 57 % at 20 mJ/cm² and passes 100 % near 35 mJ/cm², so it fails at doses only a few times higher.

## The correct statement

Assume that every absorption frees one valence electron, that inner-shell relaxation can be ignored, that PAG depletion is small, and that electrons leaving the film can be neglected. The acid yield per absorbed photon is then

$$
Y=f\phi+\eta G, \qquad 0\le\phi\le1 .
$$

Electron-driven acid exceeds direct acid if and only if

$$
\eta G>f\phi .
$$

Suppose further that each ionization costs the same energy $I$, that the remaining energy is shared uniformly between the two outgoing electrons, and that no other loss competes while an electron can still ionize. Then, for $h\nu$ well above $I$,

$$
G\simeq C\,\frac{h\nu}{I},\qquad C=0.7476 .
$$

The claim that electrons drive most acid generation is thus conditional. In the example it holds whenever $\eta$ exceeds

$$
\eta^*=\frac{f\phi}{G}=\frac{0.158}{6.87}=0.023 ,
$$

which is about one decomposed PAG molecule per 43 freed electrons.

## Proof of the yield formula

Let $n_m,\sigma_m$ be the density and cross section of polymer units, and $n_P,\sigma_P$ those of the PAG. At depth $z$ the photon fluence $F$ obeys

$$
\frac{dF}{dz}=-\alpha F,\qquad \alpha=n_m\sigma_m+n_P\sigma_P .
$$

The number of photons absorbed per volume is $\alpha F$, of which $n_P\sigma_PF$ are absorbed by PAG. The ratio is

$$
f=\frac{n_P\sigma_P}{n_m\sigma_m+n_P\sigma_P}.
$$

The fluence has cancelled, so $f$ is the same at every depth. Integrating the first equation shows that a film of thickness $d$ absorbs the fraction $1-e^{-\alpha d}$ of the photons entering it.

A photon absorbed by PAG gives a direct acid with probability $\phi$, and a photon absorbed by polymer gives none. The mean direct yield is therefore $f\phi$, which cannot exceed $f$. Each absorbed photon frees $G$ electrons on average, and each of these decomposes $\eta$ PAG molecules on average. The electron-driven yield is $\eta G$. Adding the two gives $Y$, and comparing them gives the condition for dominance.

Two consequences do not depend on the cascade model. First, $G\ge1$, because the photoelectron is always counted under the stated assumptions. Electrons therefore dominate whenever $\eta>f\phi$, if $\eta$ is the average over all electrons freed. Second, if the total yield $Y$ is known, then

$$
\text{direct share}=\frac{f\phi}{Y}\le\frac fY .
$$

Any yield above $2f$ means that less than half the acid is direct. In a resist with $f=0.158$, for example, a measured yield of one acid per absorbed photon would limit the direct share to 15.8 %. That would rule out direct photolysis as the main source. A real resist needs its own values of $f$ and $Y$. Assigning the rest to electrons also requires that other transfer routes, such as excitation passed from polymer to PAG, are small.

## Proof of the cascade law

Let an electron have energy $xI$, and let $N(x)$ be the mean number of ionizations that it and its descendants cause. For $x<1$ it cannot ionize, so $N=0$. For $x>1$ it causes one ionization, which leaves the energy $(x-1)I$ for two electrons. One receives $yI$, with $y$ uniform between 0 and $x-1$, and the other receives $(x-1-y)I$. Hence

$$
N(x)=1+\frac1{x-1}\int_0^{x-1}\left[N(y)+N(x-1-y)\right]dy .
$$

The substitution $y\to x-1-y$ shows that the two terms have equal integrals:

$$
N(x)=1+\frac2{x-1}\int_0^{x-1}N(y)\,dy .
$$

Replace $x$ by $x+1$ and multiply by $x$:

$$
xN(x+1)=x+2\int_0^xN(y)\,dy,\qquad x>0 .
$$

Define $\psi(s)=\int_0^\infty N(x+1)e^{-sx}dx$. Every ionization costs $I$, so $N(x)\le x$ and the integral converges for $s>0$. Now multiply the equation by $e^{-sx}$ and integrate over $x$. The left side becomes $-\psi'(s)$, and the first term on the right becomes $1/s^2$. In the last term, exchanging the order of integration gives

$$
\int_0^\infty e^{-sx}\int_0^xN(y)\,dy\,dx
=\frac1s\int_0^\infty N(y)e^{-sy}dy=\frac{e^{-s}}s\psi(s),
$$

because $N$ vanishes below $y=1$. Thus

$$
-\psi'=\frac1{s^2}+\frac{2e^{-s}}s\psi .
$$

To solve this, define

$$
\beta(s)=\exp\left[-2\int_0^s\frac{1-e^{-t}}t\,dt\right],
\qquad \chi=s^2\beta\psi .
$$

Since $\beta'=-2\beta(1-e^{-s})/s$, the product rule gives

$$
\chi'=s^2\beta\left[\frac2s\psi-\frac{2(1-e^{-s})}s\psi+\psi'\right]
=s^2\beta\left[\frac{2e^{-s}}s\psi+\psi'\right]=-\beta .
$$

For large $s$ the integral in $\beta$ is $\ln s$ plus a bounded quantity, so $s^2\beta$ is bounded. The bound $N(x+1)\le x+1$ gives $\psi\le 1/s+1/s^2$, which tends to zero. Therefore $\chi\to0$ at infinity, and

$$
\psi(s)=\frac1{s^2\beta(s)}\int_s^\infty\beta(t)\,dt .
$$

Let $C=\int_0^\infty\beta(t)\,dt$. Near $s=0$, $\beta=1-2s+O(s^2)$, so $1/\beta=1+2s+O(s^2)$ and the remaining integral is $C-s+O(s^2)$. Multiplying,

$$
\psi(s)=\frac C{s^2}+\frac{2C-1}s+O(1).
$$

These two terms are the transform of $Cx+2C-1$. It remains to show that nothing else survives at large $x$. The function $\beta$ has no zeros and no singularities at finite complex $s$, and the same absence of singularities holds for $\int_s^\infty\beta\,dt=C-\int_0^s\beta\,dt$. The only finite singularity of $\psi$ is therefore the double pole at $s=0$.

The inverse transform can be moved to a line $\mathrm{Re}\,s=-a$ with any $a>0$. Far along this line, $\beta$ equals a constant times $s^{-2}[1+O(1/s)]$, which gives $\psi=1/s+O(1/s^2)$. The closing segments of the contour vanish. On the shifted line the $1/s$ part contributes zero for $x>0$, since its pole lies to the right, and the rest is absolutely integrable and contributes $O(e^{-ax})$. The pole supplies the linear function, so

$$
N(x+1)=Cx+2C-1+O(e^{-ax}).
$$

Replacing $x$ by $x-1$ gives $N(x)\simeq C(x+1)-1$. The photoelectron has already paid for the first ionization and starts at $x=h\nu/I-1$. Counting it as well,

$$
G=1+N\left(\frac{h\nu}I-1\right)\simeq C\frac{h\nu}I .
$$

This proves the law. Numerical integration gives $C=0.7476$, and hence $G=0.7476\times9.184=6.87$. Solving the integral equation directly gives the same value to the digits printed. A simulation that follows individual photons and electrons gives 6.86, within its sampling error. It obeys the same collision rules, so it tests the mathematics and not the realism of those rules.

## Where the law and the conclusion change

The linear law is a high-energy result. For $1<x<2$, neither outgoing electron can ionize again, so $N=1$. For $2<x<3$, the integral of $N$ up to $x-1$ is $x-2$, and

$$
N(x)=1+\frac{2(x-2)}{x-1}=3-\frac2{x-1}.
$$

At $x=2.5$ this gives $1+N=2.667$, while the linear law gives 2.617, which is 1.9 % below the solution. If $I<h\nu<2I$, the photoelectron cannot ionize at all and $G=1$. If $h\nu<I$, the ionization channel is closed.

Energy conservation gives a bound that does not depend on how energy is shared. Each freed electron costs $I$, so $G\le h\nu/I=9.18$ here. The cascade stays below this bound because electrons left with less than $I$ keep energy that can no longer ionize.

Excitation lowers $G$ further. Suppose that an electron able to ionize does so with probability $q$ at each event, and otherwise loses $\delta I$ to an excitation. For $x>1$ the equation becomes

$$
N(x)=q\left[1+\frac2{x-1}\int_0^{x-1}N(y)\,dy\right]+(1-q)N(x-\delta).
$$

With $q=0.5$ and a loss of 5 eV, so that $\delta=0.5$, the numerical solution gives $G=5.09$ in place of 6.87. At the same $\eta$ the electron share falls from 92.9 % to 90.6 %, and the threshold rises from 0.023 to 0.031. The conclusion survives this loss because the example lies far above the threshold. The value 6.87 corresponds to only 13.4 eV per freed electron and should not be read as the yield of a real polymer. Real valence binding energies are spread over a wide range. For phenol, with Hartree–Fock levels from about 8.5 to 38 eV, binary-encounter ionization cross sections, equal photoionization weight for each valence orbital and no excitation, $G$ is 5.6 to 5.7 depending on the basis set. Stronger excitation loss, $q=0.3$ and $\delta=0.7$, gives $G=3.5$ in the present model, and the electron share at $\eta=0.30$ is then still 87 %.

It can fail in other resists. If freed electrons are lost before they reach PAG, $\eta$ may drop below $\eta^*$. If the PAG absorbs nearly all the light, $f$ approaches one. With $\phi=1$ and $G=6.87$, electron dominance then requires $\eta>1/6.87=0.146$. A resist with a very different PAG loading needs its own $\eta$, because the loading alters the chance that an electron meets a PAG molecule.

## Why doubling PAG absorption does so little

Return to the modified resist, now as a film 40 nm thick. Doubling $\sigma_P$ at fixed PAG density, $\phi$, $\eta$ and $G$ raises $f$ from 0.158 to 0.273. The absorbed fraction of the light rises from 0.204 to 0.232. The acid per absorbed photon becomes $0.273+2.06=2.33$, compared with 2.22 before. At low dose, where PAG depletion can be neglected, the ratio of acid in the film is

$$
\frac{0.2320}{0.2039}\times\frac{2.3325}{2.2177}
=1.138\times1.052=1.20 .
$$

The larger factor is the extra light absorbed; it scales both channels, and mostly adds electron-driven acid. The smaller one is the rise in direct acid per absorbed photon. If direct acid were the only kind, the second factor would be $0.2727/0.1579=1.727$, and the product would be 1.97. The photon-by-photon simulation gives 1.19 for the full model, less than two standard errors from the formula's value. The ratio 1.20 is the zero-dose limit. If both channels slow in proportion to the PAG that remains, it drops to 1.18 at 5 mJ/cm² and 1.14 at 20 mJ/cm².

The two pictures thus make different predictions for the same change of molecule. The test separates them cleanly only if the new PAG captures and responds to electrons as the old one did, and if its extra absorption is still valence ionization. A heavy atom such as iodine absorbs at this energy largely through an inner shell, which lies outside the assumptions and changes $G$ for those photons. A substitution that also changes $\eta$ acts on the larger term of $Y$: in the original resist, a 10 % rise in $\eta$ adds 0.21 acids per absorbed photon, more than the whole direct yield of 0.158. The values behind these comparisons are collected in the numerical output.

## Computed values

```
EUV wavelength: 13.5 nm
EUV photon energy: 91.84 eV
DUV wavelength: 193 nm
DUV photon energy: 6.42 eV
Ionization cost I: 10.0 eV
Initial photoelectron energy: 81.84 eV
Polymer unit density: 6.0 per nm^3
PAG density: 0.3 per nm^3
Polymer unit cross section: 8.0 Mb
PAG cross section: 30.0 Mb
Absorption coefficient: 0.00570 per nm
PAG share of absorption f: 0.1579
Film thickness: 40 nm
Fraction absorbed in film: 0.2039
Cascade constant C: 0.747598
Slope of N from integral equation: 0.747598
Energy bound h*nu/I on G: 9.184
Freed electrons G, formula: 6.8660 per absorbed photon
Freed electrons G, integral equation: 6.8660
Freed electrons G, simulation: 6.8643
Low-energy check, x = 2.5: 1+N solved 2.6667
Low-energy check, x = 2.5: 1+N linear law 2.6166
Direct quantum yield phi: 1.0
Acids per freed electron eta: 0.30
Direct acids: 0.1579 per absorbed photon
Electron-driven acids: 2.0598 per absorbed photon
  from the photoelectron: 0.3000 per absorbed photon
  from secondaries: 1.7598 per absorbed photon
Total acids Y, formula: 2.2177 per absorbed photon
Total acids Y, simulation: 2.2247
Direct share, formula: 7.12 %
Direct share, simulation: 7.15 %
Electron share: 92.88 %
Threshold eta for electron dominance: 0.0230
Electron share, no secondaries: 65.5 %
Lossy case, ionizing fraction: 0.50
Lossy case, excitation: 5.0 eV
Lossy case, G from integral equation: 5.0858
Lossy case, G from simulation: 5.0895
Lossy case, electron share: 90.62 %
Lossy case, threshold eta: 0.0310
Doubled PAG cross section, new f: 0.2727
Doubled PAG, film absorbs: 0.2320
Doubled PAG, acids per absorbed photon: 2.3325
Doubled PAG, film acid ratio, full model: 1.1970
Doubled PAG, film acid ratio, simulation: 1.1887
Doubled PAG, film acid ratio, direct only: 1.9658
Dose: 5.0 mJ/cm^2
Photon fluence: 3.398 per nm^2
PAG converted directly: 1.02 %
PAG converted by electrons: 13.30 %
```
